\section*{Numerical Renormalization Group for the Anderson Model: Reading the Level Flow}

\section{When may the iteration stop?}

A numerical renormalization group (NRG) run adds one bath site at a time, each lowering the energy scale. One must decide at which length to stop and which low-energy theory to report. In the example below, a run stopped at $N=25$ shows an impurity spin that is coupled to the band but not yet screened; at $N=45$ that spin is gone. The decision rests on comparing the computed levels with those of known fixed points, and on knowing the error of each level.

The model is
\begin{equation}
H=\varepsilon_d\sum_\sigma n_{d\sigma}+U n_{d\uparrow}n_{d\downarrow}+H_{\rm band}
+V\sum_\sigma(d^\dagger_\sigma f_{0\sigma}+f^\dagger_{0\sigma}d_\sigma),
\end{equation}
with $\varepsilon_d=-U/2$, which makes it particle-hole symmetric. The band has constant density of states $1/(2D)$ on $[-D,D]$, and $f_0$ is the normalized band orbital coupled to the impurity. The hybridization width is $\Gamma=\pi V^2/(2D)$, so $V=\sqrt{2\Gamma D/\pi}$. Energies are in units of $D$ unless stated otherwise.

\section{From the band to a chain}

Let $x=1/\Lambda<1$. Divide the band into intervals $Dx^{m+1}<|\varepsilon|<Dx^m$ for each sign of $\varepsilon$. Of each interval keep the uniform combination of states, which is the one contained in $f_0$, and drop its coupling to the others. This is the discretization approximation. The kept level has the mean energy of the interval, $\pm D(1+x)x^m/2$, and its weight in $f_0$ is the interval width divided by $2D$, namely $(1-x)x^m/2$.

Measure energy in units of $D(1+x)/2$, so that the levels are $e=\pm x^m$. Repeated action of $e$ on $f_0$, followed by orthogonalization, gives orbitals $f_n\propto p_n(e)$, where the $p_n$ are monic orthogonal polynomials. The resulting matrix is tridiagonal, and its diagonal vanishes because the weights are even in $e$. With $h_n=\langle p_n^2\rangle$, the squared hopping is
\begin{equation}
\tau_n^2=\left(\frac{\langle p_{n+1}\,e\,p_n\rangle}{\sqrt{h_{n+1}h_n}}\right)^2=\frac{h_{n+1}}{h_n},
\end{equation}
since $e\,p_n$ equals $p_{n+1}$ plus lower polynomials.

To find $h_n$, put $y=e^2$. Then $p_{2k}$ is a polynomial of degree $k$ in $y$, and $p_{2k+1}$ is $e$ times such a polynomial. The moments are
\begin{equation}
\langle y^i\rangle=(1-x)\sum_{m\ge0}x^{m(2i+1)}=\frac{1-x}{1-x^{2i+1}} .
\end{equation}
For both parities the Gram matrix of the powers of $y$ is $(1-x)/(1-a_ia_j)$ with $a_i=x^{2i+r/2}$, where $r=1$ for even and $r=3$ for odd polynomials. The squared norm of a monic orthogonal polynomial is the ratio of successive Gram determinants. The Cauchy determinant
\begin{equation}
\det\frac1{1-a_ia_j}=\frac{\prod_{i<j}(a_i-a_j)^2}{\prod_{i,j}(1-a_ia_j)}
\end{equation}
therefore gives
\begin{equation}
h=\frac{1-x}{1-a_k^2}\prod_{i=0}^{k-1}\left(\frac{a_i-a_k}{1-a_ia_k}\right)^2 .
\end{equation}
Here $a_i-a_k=a_i(1-x^{2(k-i)})$ and $\prod_{i<k}a_i^2=x^{2k(k-1)+rk}$. In $h_{2k+1}/h_{2k}$ the factors $1-x^{2(k-i)}$ cancel, the powers leave $x^{2k}$, and the denominators telescope:
\begin{align}
\frac{h_{2k+1}}{h_{2k}}&=x^{2k}\,\frac{1-x^{4k+1}}{1-x^{4k+3}}
\prod_{i=0}^{k-1}\left(\frac{1-x^{2(i+k)+1}}{1-x^{2(i+k)+3}}\right)^2\nonumber\\
&=\frac{x^{2k}(1-x^{2k+1})^2}{(1-x^{4k+1})(1-x^{4k+3})}.
\end{align}
In $h_{2k+2}/h_{2k+1}$ the powers leave $x^{2k+1}$, one factor $(1-x^{2k+2})^2$ remains above, and the denominators leave $(1-x^{4k+3})(1-x^{4k+5})$. Both cases are one formula. With the energy unit restored,
\begin{equation}
t_n=\frac{D(1+\Lambda^{-1})}{2}\Lambda^{-n/2}\xi_n,\quad
\xi_n=\frac{1-\Lambda^{-n-1}}{\sqrt{(1-\Lambda^{-2n-1})(1-\Lambda^{-2n-3})}} .
\end{equation}
Since $\xi_n\to1$, the hoppings fall by $\sqrt\Lambda$ per site for large $n$; the first few ratios are somewhat smaller.

\section{The iteration}

Let the chain end at $f_N$, and define
\begin{equation}
\omega_N=\tfrac12D(1+\Lambda^{-1})\Lambda^{-(N-1)/2}.
\end{equation}
Let $H_N$ be the Hamiltonian of impurity and chain divided by $\omega_N$. Since $\omega_N/\omega_{N+1}=\sqrt\Lambda$ and $t_N/\omega_{N+1}=\xi_N$,
\begin{equation}
H_{N+1}=\sqrt\Lambda\,H_N+\xi_N\sum_\sigma\left(f^\dagger_{N\sigma}f_{N+1,\sigma}+{\rm h.c.}\right).
\end{equation}
The isolated impurity is $H_{-1}$. In the first step the impurity operator replaces $f_N$, and $V/\omega_0$ replaces $\xi_N$. Rescaling keeps the lowest nonzero one-particle levels of the chain of order one, so spectra of different length can be compared.

\subsection{Fermionic signs}

Write a basis state as $|r\rangle|s\rangle$, with $r$ an eigenstate of the old system, $s$ a state of the new site, and all old creation operators to the left of the new ones. On the site, $|{\uparrow\downarrow}\rangle=a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle$, hence $a^\dagger_\downarrow|{\uparrow}\rangle=-|{\uparrow\downarrow}\rangle$. A new operator must pass all $N_r$ old electrons before it acts:
\begin{equation}
f_{N+1,\sigma}|r\rangle|s\rangle=(-1)^{N_r}|r\rangle\,a_\sigma|s\rangle .
\end{equation}
The operator $f^\dagger_{N\sigma}$ then acts on $r$ without a further sign, so
\begin{equation}
\langle r's'|f^\dagger_{N\sigma}f_{N+1,\sigma}|rs\rangle
=(-1)^{N_r}\langle r'|f^\dagger_{N\sigma}|r\rangle\langle s'|a_\sigma|s\rangle .
\end{equation}
If $W$ holds the new eigenvectors as columns, the operator needed in the next step is
\begin{equation}
\langle j|f^\dagger_{N+1,\sigma}|i\rangle=\sum_{r,s,s'}W_{rs',j}(-1)^{N_r}\langle s'|a^\dagger_\sigma|s\rangle W_{rs,i}.
\end{equation}

Energies alone do not certify these signs. Order all spin-up modes along the chain first, then all spin-down modes. A nearest-neighbour hop then crosses no other mode, and the interaction is diagonal, so the Hamiltonian matrix has no signs at all. Dropping every sign consistently therefore leaves the energies of this open chain unchanged, but the resulting matrices for $f_\uparrow^\dagger$ and $f_\downarrow^\dagger$ do not anticommute.

Dropping the string $(-1)^{N_r}$ while keeping the on-site minus sign is a different error. Take $A=a^\dagger_{j+1\uparrow}a_{j\uparrow}$ and $B=a^\dagger_{j+2\downarrow}a_{j+1\downarrow}$. Operators on different sites now commute, while the two on site $j+1$ still anticommute, so $AB=-BA$. For fermions $AB=BA$. The relative sign belongs to a closed loop of hops and cannot be removed by redefining basis states.

For an impurity with three bath sites, comparison with a separately built Jordan--Wigner matrix gives level errors of $7\times10^{-15}D$ with all signs, $8\times10^{-15}D$ with none and $0.43D$ with the string omitted. The largest element of $\{f^\dagger_\uparrow,f^\dagger_\downarrow\}$ on the last site is $2\times10^{-15}$, $1.2$ and $2\times10^{-15}$ respectively. Each faulty rule passes one of the two checks, so both are needed.

\subsection{One step of the algorithm}

\begin{enumerate}
\item For each sector $(N_\uparrow,N_\downarrow)$, collect the products of kept states and the four site states.
\item Put $\sqrt\Lambda E_r$ on the diagonal, add the hopping blocks and their transposes, and diagonalize.
\item Subtract the lowest energy of all sectors and record the spectrum.
\item Keep the lowest states, cutting at the widest energy gap within a chosen range of state numbers.
\item Rotate $f^\dagger_{N+1,\sigma}$ into the kept basis.
\end{enumerate}

Step 4 matters because a cut through a degenerate multiplet leaves a space that is not invariant under the symmetry that caused the degeneracy. The range used here is 310 to 600 states.

\section{Fixed-point levels}

Label states by $Q=N_\uparrow+N_\downarrow-(N+2)$ and $M=2S_z$, and take $N$ odd. Changing the sign of every second $f_n$ reverses the sign of the free-chain Hamiltonian, so one-particle levels occur in pairs $\pm\epsilon$, and a chain of odd length has a level at zero. Let $\eta$ be the lowest positive level of $f_0,\dots,f_N$ (even length) and $\eta^*$ that of $f_1,\dots,f_N$ (odd length). For long chains with $\Lambda=3$, $\eta=0.800$ and $\eta^*=1.696$ in units of $\omega_N$.

\textit{Free orbital (FO):} $U=V=0$. The impurity is a zero-energy orbital beside a filled-shell chain. The state $(Q,M)=(1,0)$ has $d$ doubly occupied and costs nothing. The state $(1,2)$ has one up electron on $d$ and one in the level $\eta$.

\textit{Local moment (LM):} $V=0$ and $U/\omega_N\to\infty$. The impurity holds one electron, so an added charge must enter the chain at cost $\eta$, whatever its spin.

\textit{Strong coupling (SC):} an infinite antiferromagnetic exchange binds $d$ and $f_0$ into a singlet. Every other state of that pair is infinitely higher, so hopping to $f_1$ is blocked and the chain $f_1,\dots,f_N$ remains. Its zero level can be doubly occupied at no cost, giving $(1,0)$; for $(1,2)$ one up electron sits there and another in $\eta^*$.

The lowest levels are thus
\begin{equation}
\bigl(E_{1,0},E_{1,2}\bigr)=
\begin{cases}(0,\eta)&\text{FO}\\(\eta,\eta)&\text{LM}\\(0,\eta^*)&\text{SC.}\end{cases}
\end{equation}
For even $N$ the two chain lengths exchange parity and the pattern differs, so spectra must be compared at equal parity of $N$.

\section{What drives the flow}

\subsection{Leaving the free orbital}

An empty or doubly occupied impurity has energy $0$ and a singly occupied one $-U/2$. For negligible $V$ the charge excitation is therefore
\begin{equation}
E_{1,0}=\frac{U}{2\omega_N},
\end{equation}
which grows by $\sqrt\Lambda$ per site until adding an electron to the chain becomes cheaper. With $U=10^{-3}D$ and $N=7$, $\omega_7=0.02469D$ and the formula gives $0.0005/0.02469=0.02025$. An NRG run with $\Gamma=10^{-6}D$ gives $0.02025$.

\subsection{Exchange near the local moment}

Let $a$ be the chain mode at physical energy $\epsilon=\eta\omega_N$, with amplitude $\phi$ on $f_0$, and let $v=V\phi$. One electron on $d$ and one in $a$ form the singlet
\begin{equation}
|S\rangle=\tfrac1{\sqrt2}\left(d^\dagger_\uparrow a^\dagger_\downarrow+a^\dagger_\uparrow d^\dagger_\downarrow\right)|0\rangle .
\end{equation}
Moving the electron from $a$ to $d$ turns both terms into $d^\dagger_\uparrow d^\dagger_\downarrow|0\rangle$, with matrix element $2v/\sqrt2=\sqrt2\,v$. Moving the electron from $d$ to $a$ gives the same element to $a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle$. Relative to $-U/2+\epsilon$ these states cost $U/2-\epsilon$ and $U/2+\epsilon$. The triplet has no such process, by the Pauli principle. To second order in $V$,
\begin{align}
E_T-E_S&=2v^2\left(\frac1{U/2-\epsilon}+\frac1{U/2+\epsilon}\right)\nonumber\\
&=\frac{2v^2U}{U^2/4-\epsilon^2}\simeq J\phi^2,\qquad J=\frac{8V^2}{U},
\end{align}
for $\epsilon\ll U/2$. The other chain modes form a closed shell without spin and do not contribute to the splitting at this order. The exchange term is $J\,\mathbf S\cdot\mathbf s_0$, where $\mathbf S$ is the impurity spin and $\mathbf s_0$ the electron spin on $f_0$; it shifts the singlet by $-\frac34J\phi^2$ and the triplet by $+\frac14J\phi^2$.

The density of states of $f_0$ is constant, so the weight $\phi^2$ of one low mode is proportional to the level spacing, hence to $\omega_N$. At first order in $J$ the rescaled splitting $J\phi^2/\omega_N$ is then independent of $N$: the coupling is marginal. For $\Gamma=10^{-6}D$, $J=0.00509D$, and at $N=21$ the formula gives $0.00378$ against $0.00381$ from NRG, a difference of $0.8\%$ of the formula value.

\section{Reading a complete flow}

Take $U=10^{-3}D$, $\Gamma=U/25=4\times10^{-5}D$ and $\Lambda=3$. Then $V=\sqrt{8\times10^{-5}/\pi}\,D=0.00505D$. Selected levels, in units of $\omega_N$, are
\begin{center}
\begin{tabular}{rccc}
$N$ & $\omega_N/D$ & $E_{1,0}$ & $E_{1,2}$\\
5 & $7.4\times10^{-2}$ & 0.007 & 0.801\\
13 & $9.1\times10^{-4}$ & 0.446 & 0.816\\
17 & $1.0\times10^{-4}$ & 0.669 & 0.837\\
21 & $1.1\times10^{-5}$ & 0.646 & 0.853\\
31 & $4.6\times10^{-8}$ & 0.444 & 0.949\\
37 & $1.7\times10^{-9}$ & 0.126 & 1.305\\
45 & $2.1\times10^{-11}$ & 0.002 & 1.687\\
55 & $8.7\times10^{-14}$ & 0.000 & 1.696
\end{tabular}
\end{center}

The first row is FO and the last two are SC. The rows near $N=17$ to $21$ belong to LM, although $E_{1,0}$ stays well below $\eta=0.800$. The exchange term explains the pattern. Its singlet and triplet shifts are in the ratio $-3:1$, so their weighted mean should remain at $\eta$ to first order in $J$. At $N=21$,
\begin{equation}
\frac{E_{1,0}+3E_{1,2}}4=\frac{0.6458+3(0.8533)}4=0.801 .
\end{equation}
The closeness to $\eta$ at this row is partly fortuitous: the same mean is $0.795$ at $N=17$ and $0.804$ at $N=25$, so it drifts through $\eta$ and holds to about $0.005$ over these rows, while the splitting itself is $0.17$ to $0.28$. A second sign is the lowest excited level with $(Q,M)=(0,1)$, found at $1.410$ instead of $2\eta=1.600$. There an electron in $\eta$ and the electron left behind in $-\eta$ form spin 1, which couples with the impurity to total spin $\frac12$. The product of the two spins is $\frac12(\frac34-2-\frac34)=-1$, so the first-order shift is $-J\phi^2/\omega_N$. The observed $-0.190$ is close to minus the singlet--triplet splitting, $0.8533-0.6458=0.208$.

The splitting is not constant. Since $J\propto\Gamma$ at fixed $U$, the first-order value is $40\times0.00378=0.151$, whereas NRG gives $0.184$ at $N=19$ and $0.506$ at $N=31$. The growth comes from orders beyond the first and makes the coupling marginally relevant: LM is a slow passage, not an end point. That the growth ends at SC is a result of the computed flow; it has not been derived here.

Place each crossover where $E_{1,0}$ passes $\eta/2$, interpolating linearly in $N$. The rise gives $N=12.7$, $\omega_N=1.1\times10^{-3}D$. The bare condition $U/(2\omega_N)=\eta/2$ gives $\omega_N=U/\eta=1.25\times10^{-3}D$, so the first crossover lies at an energy of order $U$. The fall gives $N=31.9$, $\omega_N=2.8\times10^{-8}D$, which serves here as a marker for the screening of the spin.

The second number depends on its definition. If one asks instead when the largest deviation among seven selected levels (the lowest three of $(Q,M)=(0,1)$, two of $(1,0)$, one of $(1,2)$ and one of $(2,1)$) is equal for LM and SC, the answer lies just above $N=35$, where $\omega_N=5\times10^{-9}D$, lower by a factor between five and six. At $N=35$ both deviations exceed $0.5$, so the nearest fixed point there describes nothing. A fixed point should be reported when the levels are close to it and change little with $N$.

\section{Errors and limits}

\textit{Truncation.} A discarded state cannot respond to later sites. The effect is measurable at $U=0$, where filling one-particle levels gives the spectrum of the same chain without truncation. For $\Gamma=10^{-3}D$ and $N=21$, the largest error among the seven levels is $4\times10^{-5}\omega_N$ with 80 to 146 states kept, and $2\times10^{-8}\omega_N$ with 328 to 584. These values are no bound for $U>0$. In the interacting run the end point offers a limited check: at $N=55$ the selected levels agree with SC to about $10^{-4}\omega_N$. Since deviations from SC decay with $N$ (from $0.105$ at $N=41$ to $0.013$ at $N=45$), this does not test the truncation error of the intermediate levels or of the crossover scales.

\textit{Absolute and relative error.} An error quoted in units of $\omega_N$ is small on the scale of the current excitations. It does not give total energies to that fraction of $\omega_N$, because the subtracted ground energies carry errors from earlier, larger scales.

\textit{Rounding.} A spurious spin splitting of fixed physical size grows as $\Lambda^{N/2}$ in rescaled units as long as the impurity spin is unscreened, and this includes the FO region. Between $N=1$ and $N=32$ the factor is at most $3^{15.5}\approx2.5\times10^7$, since screening sets in towards the end of this range. It turns $10^{-15}$ at the first sites into no more than about $3\times10^{-8}$, which is still far below the digits shown. A much longer LM region would make this growth a concern.

\textit{Discretization.} The crossover scales belong to the chain with $\Lambda=3$. More kept states do not remove this error; it must be judged by repeating the run with other values of $\Lambda$. Its size can be estimated. Over one interval $\int d\varepsilon/\varepsilon=\ln\Lambda$, whereas the kept level gives width over mean energy, $2(1-x)/(1+x)$. The ratio is $A_\Lambda=\frac12\ln\Lambda\,(1+x)/(1-x)=1.10$ for $\Lambda=3$, and it acts as a reduction of $\Gamma$ by that factor. In the standard estimate that the screening scale varies as $\exp(-\pi U/8\Gamma)$, which is not derived here, this lowers the scale by a factor of about $2.6$ for $U/\Gamma=25$.

\textit{Regime.} Three separate regions require $\Gamma\ll U\ll D$. If $U$ is comparable to $D$, the charge excitation is already large at the first sites and there is no FO region. If $\Gamma$ is comparable to $U$, the rescaled exchange is of order one as soon as charge fluctuations freeze, and no LM plateau forms. Away from particle-hole symmetry the levels at $Q$ and $-Q$ no longer coincide, and the LM and SC reference spectra must include potential scattering at the start of the chain, which removes the pairing $\pm\epsilon$ of their one-particle levels.

The numerical check checks the chain hoppings, the sign rules, the truncation and the level flow numerically.

\section*{Computed values}
\begin{verbatim}
Lambda = 3.0; t_0, t_1, t_2 = 0.554700, 0.349371, 0.214482 D
hoppings t_0..t_8, largest relative error: 2.2e-16
four-site test: U = 0.4 D, eps = -0.15 D, V = 0.3 D
  all signs: level error 7.2e-15 D, anticommutator 2.2e-15
  no signs: level error 7.6e-15 D, anticommutator 1.2e+00
  string omitted: level error 4.3e-01 D, anticommutator 1.6e-15
U = 0 test: Gamma = 0.001 D, N = 21
  80 to 146 states kept: level error 3.8e-05 omega_N
  328 to 584 states kept: level error 2.2e-08 omega_N
weak hybridization: Gamma = 1.0e-06 D, J = 0.00509 D
  charge level, N = 7: NRG 0.02025, U/(2 omega_N) 0.02025
  triplet - singlet, N = 21: NRG 0.003813, formula 0.003782 omega_N
  largest distance from LM, N = 21: 0.0038 omega_N
main flow: U = 0.001 D, Gamma = 4.0e-05 D, V = 0.005046 D
  states kept from N = 3 on: 321 to 584
levels in omega_N; E(Q,M) lowest in sector; d = largest distance
 N   omega_N/D   E(1,0)  E(1,2)   d_FO   d_LM   d_SC
 3  2.222e-01   0.0022  0.8037  0.002  0.801  1.041
 5  7.407e-02   0.0067  0.8008  0.007  0.794  0.940
 7  2.469e-02   0.0201  0.8010  0.021  0.780  0.909
 9  8.230e-03   0.0597  0.8027  0.063  0.740  0.898
11  2.743e-03   0.1727  0.8070  0.184  0.627  0.890
13  9.145e-04   0.4455  0.8155  0.499  0.371  0.881
15  3.048e-04   0.6487  0.8269  0.754  0.190  0.869
17  1.016e-04   0.6691  0.8373  0.787  0.166  0.859
21  1.129e-05   0.6458  0.8533  0.799  0.190  0.842
25  1.254e-06   0.5972  0.8735  0.802  0.241  0.822
29  1.394e-07   0.5114  0.9125  0.804  0.322  0.783
31  4.646e-08   0.4435  0.9493  0.807  0.375  0.746
33  1.549e-08   0.3514  1.0120  0.813  0.449  0.684
35  5.162e-09   0.2372  1.1241  0.827  0.563  0.572
37  1.721e-09   0.1263  1.3047  0.850  0.674  0.443
39  5.736e-10   0.0532  1.4994  0.873  0.747  0.253
41  1.912e-10   0.0195  1.6190  0.887  0.819  0.105
45  2.124e-11   0.0023  1.6866  0.895  0.887  0.013
55  8.742e-14   0.0000  1.6957  0.896  0.896  0.000
levels: three of (0,1), two of (1,0), one of (1,2), one of (2,1)
  FO fixed point: 0.0000 0.8004 0.8004 0.0000 0.8004 0.8004 0.8004
  NRG, N =  5:    0.0000 0.8075 0.8075 0.0067 0.8008 0.8008 0.8075
  LM fixed point: 0.0000 1.6001 1.6001 0.8000 0.8000 0.8000 1.6001
  NRG, N = 21:    0.0000 1.4103 1.5995 0.6458 0.8533 0.8533 1.5995
  SC fixed point: 0.0000 1.6958 1.6958 0.0000 1.6958 1.6958 1.6958
  NRG, N = 55:    0.0000 1.6957 1.6957 0.0000 1.6957 1.6957 1.6957
triplet - singlet: 0.1842 at N = 19, 0.5058 at N = 31 (omega_N)
crossover FO to LM: N = 12.7, omega_N = 1.10e-03 D
crossover LM to SC: N = 31.9, omega_N = 2.77e-08 D
\end{verbatim}
